# How gamma2 produces the electron and hole pockets of graphite: a numerical check

```python
"""Slonczewski-Weiss-McClure model of AB graphite: role of gamma2.

Result under test: on the edge H-K-H the non-dimer band is doubly degenerate,
    E3(kz) = g2*(1 + cos(kz*c)),  width 2|g2|,
and neutrality puts the Fermi level inside this width, giving electron and
hole pockets. With only g0, g1, g2 and |g2| << g1:
    EF = 4*g2/3,  pockets meet at cos(kz*c) = 1/3,
    n = 64*g1*|g2| / (27*sqrt(3)*pi^2*a^2*c*g0^2)  for each carrier type.
Symbols: g0..g5 = gamma0..gamma5 and D = Delta (eV); a = in-plane lattice
constant, c = vertical period of two layers (nm); kz = 0 at K, pi/c at H.
Sites: N1, D1 in layer 1 and D2, N2 in layer 2 (D = dimer, N = non-dimer).
The hopping between equivalent N sites one period apart is g2/2.
"""
import numpy as np
from scipy.optimize import brentq

a, c = 0.25, 0.67
d = a / np.sqrt(3)
full = dict(g0=3.0, g1=0.4, g2=-0.02, g3=0.3, g4=0.04, g5=0.02, D=-0.01)
minimal = dict(full, g3=0.0, g4=0.0, g5=0.0, D=0.0)
K_POINT = np.array([4 * np.pi / (3 * a), 0.0])
SITES = [("N", np.array([0, d, 0])), ("D", np.array([0, 0, 0])),
         ("D", np.array([0, 0, c / 2])), ("N", np.array([0, -d, c / 2]))]


def find_bonds():
    """List all bonds from atomic positions, labelled by their geometry."""
    bonds = []
    for i, (kind_i, r_i) in enumerate(SITES):
        for j, (kind_j, r_j) in enumerate(SITES):
            for n1 in range(-3, 4):
                for n2 in range(-3, 4):
                    for n3 in (-1, 0, 1):
                        shift = np.array([a * (n1 + n2 / 2),
                                          a * n2 * np.sqrt(3) / 2, c * n3])
                        r = r_j + shift - r_i
                        side = np.hypot(r[0], r[1])
                        layers = int(round(abs(r[2]) / (c / 2)))
                        above = side < 1e-9
                        near = abs(side - d) < 1e-9
                        name = None
                        if layers == 0 and near:
                            name = "g0"
                        elif layers == 1 and above:
                            name = "g1"
                        elif layers == 1 and near:
                            name = "g3" if kind_i == kind_j else "g4"
                        elif layers == 2 and above:
                            name = "g2" if kind_i == "N" else "g5"
                        if name:
                            bonds.append((i, j, r, name))
    return bonds


BONDS = find_bonds()


def bands(kx, ky, kz, p):
    """Sorted eigenvalues of the lattice Hamiltonian, shape (points, 4)."""
    kx, ky, kz = np.broadcast_arrays(kx, ky, kz)
    amplitude = dict(g0=-p["g0"], g1=p["g1"], g2=p["g2"] / 2,
                     g3=p["g3"], g4=p["g4"], g5=p["g5"] / 2)
    h = np.zeros((4, 4, kx.size), complex)
    for i, j, r, name in BONDS:
        if amplitude[name] != 0:
            phase = kx * r[0] + ky * r[1] + kz * r[2]
            h[i, j] += amplitude[name] * np.exp(1j * phase)
    for i, (kind, _) in enumerate(SITES):
        h[i, i] += p["g2"] if kind == "N" else p["D"] + p["g5"]
    return np.linalg.eigvalsh(np.moveaxis(h, 2, 0))


def bond_sum(kx, ky):
    return (np.exp(1j * ky * d)
            + 2 * np.cos(kx * a / 2) * np.exp(-1j * ky * d / 2))


def carriers(p, q_max, n_kz, n_q, n_angle):
    """Neutral Fermi level, electron and hole densities, density per kz."""
    dq = q_max / n_q
    q = (np.arange(n_q) + 0.5) * dq
    angle = (np.arange(n_angle) + 0.5) * (np.pi / 3) / n_angle
    qq, tt = [x.ravel() for x in np.meshgrid(q, angle)]
    kz = (np.arange(n_kz) + 0.5) * np.pi / (c * n_kz)
    energy = np.array([bands(K_POINT[0] + qq * np.cos(tt), qq * np.sin(tt),
                             z, p) for z in kz])
    # two spins, two full edges per zone; the wedge stands for the full disc
    w = 4 / (2 * np.pi)**3 * qq * dq * (2 * np.pi / n_angle)
    w = w * 2 * np.pi / (c * n_kz)
    weight = np.broadcast_to(w[None, :, None], energy.shape).ravel()
    order = np.argsort(energy.ravel())
    filled = np.cumsum(weight[order])
    fermi = energy.ravel()[order][np.searchsorted(filled, filled[-1] / 2)]
    electrons = ((energy[:, :, 2:] < fermi).sum(axis=2) * w).sum(axis=1)
    holes = ((energy[:, :, :2] > fermi).sum(axis=2) * w).sum(axis=1)
    return fermi, electrons.sum(), holes.sum(), electrons, holes, kz


def density_formula(p):
    return (64 * p["g1"] * abs(p["g2"])
            / (27 * np.sqrt(3) * np.pi**2 * a**2 * c * p["g0"]**2))


def cutoff(p):
    """In-plane radius (1/nm) well outside the pockets."""
    v = np.sqrt(3) / 2 * a * p["g0"]
    return np.sqrt(10 * p["g1"] * abs(p["g2"])) / v


# Levels on the edge, all parameters present
kz_line = np.linspace(-np.pi / c, np.pi / c, 4001)
line = bands(K_POINT[0], 0.0, kz_line, full)
gam = 2 * np.cos(kz_line * c / 2)
e3 = full["g2"] * (1 + np.cos(kz_line * c))
dimer = full["D"] + full["g5"] * gam**2 / 2
expected = np.sort(np.array([e3, e3, dimer + full["g1"] * gam,
                             dimer - full["g1"] * gam]).T, axis=1)
assert np.allclose(line, expected, atol=1e-10)
level_K = bands(K_POINT[0], 0.0, 0.0, full)[0]
level_H = bands(K_POINT[0], 0.0, np.pi / c, full)[0]
width = level_H[2:].mean() - level_K[1:3].mean()
assert abs(width - 2 * abs(full["g2"])) < 1e-10

# Factorized bands at general momenta for g3 = 0, and their order about E3
rng = np.random.default_rng(4)
kx_r, ky_r = rng.uniform(0, 4 * np.pi / a, (2, 20000))
kz_r = rng.uniform(-np.pi / c, np.pi / c, 20000)
no_g3 = dict(full, g3=0.0)
general = bands(kx_r, ky_r, kz_r, no_g3)
gam_r = 2 * np.cos(kz_r * c / 2)
e3_r = no_g3["g2"] * gam_r**2 / 2
f_abs = abs(bond_sum(kx_r, ky_r))
branches = []
for s in (1, -1):
    ed = no_g3["D"] + s * no_g3["g1"] * gam_r + no_g3["g5"] * gam_r**2 / 2
    coupling = f_abs * (no_g3["g0"] - s * no_g3["g4"] * gam_r)
    root = np.sqrt((ed - e3_r)**2 / 4 + coupling**2)
    branches += [(ed + e3_r) / 2 + root, (ed + e3_r) / 2 - root]
assert np.allclose(general, np.sort(np.array(branches).T, axis=1), atol=1e-10)
assert np.all(general[:, 1] <= e3_r + 1e-10)
assert np.all(general[:, 2] >= e3_r - 1e-10)

# Band overlap for g3 = 0: present with g2, absent without it
line_no_g3 = bands(K_POINT[0], 0.0, kz_line, no_g3)
overlap = line_no_g3[:, 1].max() - line_no_g3[:, 2].min()
assert abs(overlap - 2 * abs(full["g2"])) < 1e-4  # sliver at H from Delta
flat = dict(no_g3, g2=0.0)
flat_all = np.vstack([bands(K_POINT[0], 0.0, kz_line, flat),
                      bands(kx_r, ky_r, kz_r, flat)])
overlap_flat = flat_all[:, 1].max() - flat_all[:, 2].min()
assert abs(overlap_flat) < 1e-10

# Leading-order laws at ten times smaller g2
weak = dict(minimal, g2=minimal["g2"] / 10)
ef_w, ne_w, nh_w, el_w, ho_w, kz_w = carriers(weak, cutoff(weak), 60, 400, 4)
assert abs(ef_w / (4 * weak["g2"] / 3) - 1) < 0.01
assert abs(ne_w / density_formula(weak) - 1) < 0.02
assert abs(nh_w / ne_w - 1) < 0.01
last_electron = kz_w[el_w > 0].max()
first_hole = kz_w[ho_w > 0].min()
assert last_electron < first_hole
meet_weak = np.degrees((last_electron + first_hole) / 2 * c)
meet_formula = np.degrees(np.arccos(1 / 3))
assert abs(meet_weak - meet_formula) < 3.0  # one slice of the kz grid

# Opposite sign of g2 exchanges the places of the pockets
flipped = dict(weak, g2=-weak["g2"])
_, _, _, el_f, ho_f, kz_f = carriers(flipped, cutoff(flipped), 60, 400, 4)
assert kz_f[ho_f > 0].max() < kz_f[el_f > 0].min()

# Working value of g2, minimal model
ef_m, ne_m, nh_m, _, _, _ = carriers(minimal, cutoff(minimal), 60, 400, 4)
n_formula = density_formula(minimal)
assert abs(ef_m / (4 * minimal["g2"] / 3) - 1) < 0.06  # order g2/g1
assert abs(ne_m / n_formula - 1) < 0.10                # order g2/g1
v = np.sqrt(3) / 2 * a * minimal["g0"]
q_formula = np.sqrt((-2 * minimal["g1"] - ef_m)
                    * (2 * minimal["g2"] - ef_m)) / v
q_lattice = brentq(lambda q: bands(K_POINT[0] + q, np.zeros(1), 0.0,
                                   minimal)[0, 2] - ef_m, 1e-6, cutoff(minimal))
assert abs(q_lattice / q_formula - 1) < 0.02  # curvature of the bond sum

# All parameters, with and without g2
q_cut = cutoff(full)
ef_a, ne_a, nh_a, _, _, _ = carriers(full, q_cut, 32, 400, 20)
assert 2 * full["g2"] < ef_a < 0
assert ne_a > 0 and abs(nh_a / ne_a - 1) < 0.01
ef_0, ne_0, nh_0, _, _, _ = carriers(dict(full, g2=0.0), q_cut, 32, 400, 20)
assert max(ne_0, nh_0) < 0.1 * ne_a
outside = f_abs > 1.05 * np.sqrt(3) / 2 * a * q_cut
rest = bands(kx_r[outside], ky_r[outside], kz_r[outside], full)
assert rest[:, 1].max() < ef_a < rest[:, 2].min()  # no pockets elsewhere

for name in ("g0", "g1", "g2", "g3", "g4", "g5", "D"):
    label = "Delta" if name == "D" else "gamma" + name[1]
    print(f"input {label} = {full[name]:.3f} eV")
print(f"input a = {a:.2f} nm, c = {c:.2f} nm")
print(f"hopping between N sites one period apart = {500*full['g2']:.1f} meV")
print("Edge levels, all parameters:")
for deg in (0, 60, 90, 120, 180):
    e = bands(K_POINT[0], 0.0, np.radians(deg) / c, full)[0]
    target = full["g2"] * (1 + np.cos(np.radians(deg)))
    pair = np.sort(e[np.argsort(abs(e - target))[:2]])
    print(f"  kz*c = {deg:3d} deg: E3 pair = "
          f"{1e3*pair[0]+0.0:.3f}, {1e3*pair[1]+0.0:.3f} meV")
print("  four levels at K (meV):", " ".join(f"{1e3*x:.1f}" for x in level_K))
print("  four levels at H (meV):",
      " ".join(f"{1e3*x + 1e-9:.1f}" for x in level_H))
print(f"width of E3 from H to K = {1e3*width:.3f} meV")
print(f"band overlap, gamma3=0 = {1e3*overlap:.3f} meV")
print(f"band overlap, gamma3=gamma2=0 = {abs(1e3*overlap_flat):.3f} meV")
print("Closed forms, leading order in gamma2/gamma1:")
print(f"  Fermi level 4*gamma2/3 = {4e3*full['g2']/3:.2f} meV")
print(f"  pockets meet at kz*c = {meet_formula:.2f} deg")
print(f"  density n = {n_formula:.3e} nm^-3 = {n_formula*1e21:.2e} cm^-3")
print("Minimal model, gamma2 ten times smaller, grid count:")
print(f"  EF/gamma2 = {ef_w/weak['g2']:.3f} (law: {4/3:.3f})")
print(f"  n/n_formula = {ne_w/density_formula(weak):.3f}")
print(f"  pockets meet at kz*c = {meet_weak:.0f} deg (grid step 3 deg)")
print("Minimal model, working gamma2, grid count:")
print(f"  Fermi level = {1e3*ef_m:.1f} meV")
print(f"  electrons = {ne_m:.2e} nm^-3, holes = {nh_m:.2e} nm^-3")
print(f"  v = {v:.4f} eV nm")
print(f"  electron radius at K: formula {q_formula:.3f} nm^-1, "
      f"lattice {q_lattice:.3f} nm^-1")
print("All parameters, grid count:")
print(f"  Fermi level = {1e3*ef_a:.1f} meV")
print(f"  electrons = {ne_a:.2e} nm^-3, holes = {nh_a:.2e} nm^-3")
print(f"  electrons = {ne_a*1e21:.1e} cm^-3")
print(f"  with gamma2=0: density is {100*max(ne_0, nh_0)/ne_a:.0f} "
      "percent of this")
print("verified")
```

It prints:

```
input gamma0 = 3.000 eV
input gamma1 = 0.400 eV
input gamma2 = -0.020 eV
input gamma3 = 0.300 eV
input gamma4 = 0.040 eV
input gamma5 = 0.020 eV
input Delta = -0.010 eV
input a = 0.25 nm, c = 0.67 nm
hopping between N sites one period apart = -10.0 meV
Edge levels, all parameters:
  kz*c =   0 deg: E3 pair = -40.000, -40.000 meV
  kz*c =  60 deg: E3 pair = -30.000, -30.000 meV
  kz*c =  90 deg: E3 pair = -20.000, -20.000 meV
  kz*c = 120 deg: E3 pair = -10.000, -10.000 meV
  kz*c = 180 deg: E3 pair = -0.000, 0.000 meV
  four levels at K (meV): -770.0 -40.0 -40.0 830.0
  four levels at H (meV): -10.0 -10.0 0.0 0.0
width of E3 from H to K = 40.000 meV
band overlap, gamma3=0 = 39.994 meV
band overlap, gamma3=gamma2=0 = 0.000 meV
Closed forms, leading order in gamma2/gamma1:
  Fermi level 4*gamma2/3 = -26.67 meV
  pockets meet at kz*c = 70.53 deg
  density n = 2.943e-03 nm^-3 = 2.94e+18 cm^-3
Minimal model, gamma2 ten times smaller, grid count:
  EF/gamma2 = 1.330 (law: 1.333)
  n/n_formula = 1.004
  pockets meet at kz*c = 72 deg (grid step 3 deg)
Minimal model, working gamma2, grid count:
  Fermi level = -26.0 meV
  electrons = 3.07e-03 nm^-3, holes = 3.07e-03 nm^-3
  v = 0.6495 eV nm
  electron radius at K: formula 0.160 nm^-1, lattice 0.161 nm^-1
All parameters, grid count:
  Fermi level = -24.4 meV
  electrons = 2.66e-03 nm^-3, holes = 2.66e-03 nm^-3
  electrons = 2.7e+18 cm^-3
  with gamma2=0: density is 1 percent of this
verified
```
